# Linear Stability of a Flat Metal Deposit Fed by Diffusion, part 1

(Sections cited here and not found follow in the second part.)

## From the flat deposit to the growth rate of a ripple

Q: A metal is plated from a uniform bath onto a flat electrode. Nothing in the set-up prefers one point of the surface to another. Why should the deposit not stay flat?

A: A perfectly flat deposit does stay flat: it is a solution of the equations. The question is whether it survives a small disturbance. A slight bump reaches towards the supply of ions and may collect more of them than its surroundings. It also has extra surface, which costs energy. To see which effect wins, we give the surface a weak ripple and calculate whether its amplitude grows or shrinks.

Q: Then say first what the bath is. A real one has convection, electric fields and several kinds of ion.

A: Let $z$ point from the metal into the electrolyte, with $z=0$ at the mean surface of the deposit. This frame moves with the deposit, whose mean speed is $v_0$. The metal fills $z<h(x,t)$. At $z=L$ begins well-stirred liquid with a fixed concentration $c_b$ of metal ions. I assume that stirring keeps this edge flat and at a fixed distance from the mean surface. A large excess of inert salt keeps the electric field in the liquid weak, so the metal ions are taken to move by diffusion alone, with diffusivity $D$.

In the moving frame the ion concentration $c$ obeys

$$\frac{\partial c}{\partial t}-v_0\frac{\partial c}{\partial z}=D\nabla^2c .$$

The second term appears because the liquid is taken to be at rest in the laboratory and therefore drifts towards the metal in our frame. If the deposit advances slowly, $v_0L/D\ll1$, and if the ripple changes slowly compared with diffusion over its own size, both terms on the left are small. What remains is Laplace's equation,

$$\nabla^2c=0 .$$

Time then enters through the moving surface alone. This is the quasi-steady approximation, and its error has to be sized for any given example.

Q: How does the concentration field move the surface?

A: By conservation of metal. Let $V_m$ be the molar volume of the metal and $v_n$ the speed of the surface along its normal, which points into the liquid. One unit of area needs $v_n/V_m$ moles per unit time. Diffusion delivers $D\,\partial_nc$, which is positive because the concentration rises away from the metal. The advancing surface also sweeps up ions already in its path, at the rate $c\,v_n$. Hence

$$\left(\frac1{V_m}-c\right)v_n=D\,\partial_nc .$$

The liquid is dilute compared with the metal, $V_mc\ll1$, so

$$v_n=V_mD\,\partial_nc .$$

Q: You said that extra surface costs energy. How does that enter a diffusion problem?

A: Through the chemical potential of the metal. Take a piece of a cylindrical crest with radius $r$, opening angle $\theta$ and unit depth. Its area is $r\theta$. Moving it outwards by a small distance $s$ adds the volume $r\theta s$ and increases the area by $s\theta$. The new area per added volume is $1/r$, which is the curvature $\kappa$. One mole has volume $V_m$, so depositing it on the crest costs the additional energy $\gamma V_m\kappa$, where $\gamma$ is the surface energy per area, taken as the same for all orientations.

For a profile $h(x)$, with $\kappa$ counted as positive on crests,

$$\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .$$

At a given electrode potential, metal and ions are in equilibrium when the reaction $M^{n+}+n\,e^-\rightleftharpoons M$ has no driving energy. The chemical potential of dilute ions contains $RT\ln c$. If $c_e$ is the equilibrium concentration over a flat surface, the value $c_{eq}$ over a curved one must supply the additional energy:

$$RT\ln\frac{c_{eq}}{c_e}=\gamma V_m\kappa,\qquad c_{eq}=c_e\,e^{\ell\kappa},\qquad \ell=\frac{\gamma V_m}{RT}.$$

The length $\ell$ is the capillary length. A crest needs more ions in front of it than a flat surface does if it is not to dissolve.

Q: And what fixes $c_e$?

A: The applied potential. Let $|\eta|$ be the amount by which the metal is more negative than its equilibrium potential in the bulk liquid, with any resistive voltage drop excluded. Each mole of ions takes up $n$ moles of electrons, whose energy has been raised by $nF|\eta|$. Equilibrium with the flat metal is therefore reached at a lower ion concentration:

$$RT\ln c_e+nF|\eta|=RT\ln c_b,\qquad c_e=c_be^{-u},\qquad u=\frac{nF|\eta|}{RT}.$$

The metal conducts well and the supporting salt keeps the liquid nearly at one potential, so $u$ is the same on crests and in valleys.

Q: The deposit is supposed to be diffusion-limited. I would simply set $c=0$ at the surface and be done.

A: That removes the effect you want to study. Under local equilibrium the surface concentration is $c_e e^{\ell\kappa}$. If $c_e$ is zero, the product is zero on crests and in valleys alike, and curvature has no influence. A strictly zero surface concentration gives an instability with no capillary limit.

In a real reaction the surface concentration does not vanish, because ions must be present in order to react at a finite rate. I therefore keep that rate. "Diffusion-limited" then means that the passage through the layer $L$, and not the reaction, controls the current of the flat deposit.

Q: What rate law do you use, and how does curvature enter it?

A: Deposition is proportional to the ion concentration at the surface, with rate constant $k_f$. Dissolution does not depend on that concentration. On a flat surface the two must balance at $c=c_e$, so the net flux is $k_f(c-c_e)$.

On a crest the final state, the metal, lies higher by $\gamma V_m\kappa$. Let a share $\beta$ of this energy, between 0 and 1, be added to the barrier for deposition. The barrier for dissolution is then lower by the remaining share $1-\beta$. With Boltzmann factors for both,

$$D\,\partial_nc=k_f\left[c\,e^{-\beta\ell\kappa}-c_e\,e^{(1-\beta)\ell\kappa}\right].$$

The right side vanishes at $c=c_ee^{\ell\kappa}$, as equilibrium demands for every $\beta$. The value of $\beta$ is a property of the reaction path, and in this model it is a parameter.

For $k_f$ I assume that half of the electrical energy acts on the deposition barrier. If $i_0$ is the exchange current density in contact with the bulk concentration, then

$$k_f=\frac{i_0}{nFc_b}\,e^{u/2}.$$

The dissolution flux on the flat surface becomes $k_fc_e=(i_0/nF)e^{-u/2}$, so the two directions share the electrical energy equally.

Q: Before you disturb the flat deposit, show me that you can solve it.

A: With no dependence on $x$, Laplace's equation makes the concentration linear:

$$c=c_s+Gz .$$

Here $c_s$ is the surface concentration and $G$ the gradient. The condition at the outer edge is $c_s+GL=c_b$. The rate law with $\kappa=0$ reads $DG=k_f(c_s-c_e)$. It is convenient to define the kinetic length

$$\delta=\frac D{k_f},\qquad\text{so that}\qquad c_s=c_e+\delta G .$$

Inserting this in the outer condition gives $c_e+G(\delta+L)=c_b$, and therefore

$$G=\frac{c_b-c_e}{L+\delta},\qquad v_0=V_mDG,\qquad i=nFDG .$$

The reaction acts like an additional thickness $\delta$ of liquid. The largest possible current density is $nFDc_b/L$. It is approached when $\delta\ll L$ and $c_e\ll c_b$, and these two inequalities are the precise meaning of a diffusion-limited flat deposit.

Q: Now the ripple. Why is one sinusoidal ripple enough?

A: To first order in the amplitude the equations are linear, and their coefficients do not depend on $x$. Any small profile is a sum of sinusoids, and each evolves independently of the others. Take

$$h=\varepsilon\cos(kx)\,e^{\sigma t},\qquad c=c_s+Gz+c_1 .$$

The wavelength is $\lambda=2\pi/k$. A positive $\sigma$ means growth and a negative one means decay. The amplitude must be small compared with both $1/k$ and $L$.

The correction $c_1$ satisfies Laplace's equation and has the same dependence on $x$ and $t$. Writing $c_1=f(z)\cos(kx)e^{\sigma t}$ gives

$$f''-k^2f=0 .$$

The stirred liquid has a fixed concentration, so $f(L)=0$. The solution that vanishes there is

$$f(z)=A\,\frac{\sinh[k(L-z)]}{\sinh(kL)},\qquad f(0)=A .$$

Its slope at the metal follows by differentiation, where the inner derivative supplies the minus sign:

$$f'(0)=-A\,k\,\frac{\cosh(kL)}{\sinh(kL)}=-qA,\qquad q=k\coth(kL).$$

For ripples much shorter than $L$, $q$ is nearly $k$: the disturbance dies out within about $1/k$ and does not feel the edge.

Q: The surface is at $z=h$, but you evaluate $f$ at $z=0$. Is that allowed?

A: It is, provided that the flat part is treated with care. At the true surface

$$c(h)=c_s+Gh+c_1(0)+\text{second order}.$$

The term $Gh$ is first order and must be kept. Moving $c_1$ from $z=0$ to $z=h$ changes it by about $h\,\partial_zc_1$, a product of two small quantities, which is dropped.

The same reasoning applies to the normal derivative. The unit normal is $(-h_x,1)/\sqrt{1+h_x^2}$, so

$$\partial_nc=\frac{\partial_zc-h_x\,\partial_xc}{\sqrt{1+h_x^2}}=G+\partial_zc_1+\text{second order},$$

because $\partial_xc$ is itself first order and the square root differs from 1 by a second-order term. The flat gradient does not depend on $z$, so shifting it to the surface adds nothing. The curvature becomes $\kappa=-h_{xx}=k^2h$.

Q: Then put these into the rate law, and do not skip the bookkeeping of $\beta$.

A: Divide the law by $k_f$ and expand the exponentials for $\ell\kappa\ll1$:

$$\delta(G+\partial_zc_1)=(c_s+Gh+c_1)(1-\beta\ell\kappa)-c_e\left[1+(1-\beta)\ell\kappa\right].$$

The zeroth-order part, $\delta G=c_s-c_e$, is the flat solution and cancels. The first-order part is

$$\delta\,\partial_zc_1=c_1+Gh-\ell\kappa\left[\beta c_s+(1-\beta)c_e\right].$$

The bracket equals $c_e+\beta(c_s-c_e)$. With $c_s-c_e=\delta G$ it becomes

$$c^*=c_e+\beta\delta G .$$

This is the concentration that sets the strength of capillarity. It lies between the equilibrium value $c_e$ and the actual surface value $c_s$.

Now insert $\partial_zc_1=-qA$, $c_1=A$, $h=\varepsilon$ and $\kappa=k^2\varepsilon$, with the common factor $\cos(kx)e^{\sigma t}$ removed:

$$-\delta qA=A+G\varepsilon-\ell c^*k^2\varepsilon .$$

Collecting the terms in $A$ gives

$$A=-\frac{G-\ell c^*k^2}{1+\delta q}\,\varepsilon .$$

Q: And the growth rate?

A: In the laboratory the surface rises at the speed $v_0+h_t$. The normal speed differs from this by the factor $\sqrt{1+h_x^2}$, which is again a second-order matter. Subtracting the flat part of $v_n=V_mD\,\partial_nc$ leaves $h_t=V_mD\,\partial_zc_1$, or

$$\sigma\varepsilon=-V_mDqA .$$

Substituting $A$, whose minus sign cancels the one here, yields

$$\boxed{\;\sigma(k)=V_mD\,\frac{q\,(G-\ell c^*k^2)}{1+\delta q}\;}$$

The term with $G$ drives growth, and the term with $\ell$ opposes it.

Q: Your $A$ is negative for a growing ripple. That says the concentration over a crest is reduced. How can a reduced concentration feed the crest?

A: $A$ is the change at a fixed height, and the crest is not at that height. The change seen by the crest itself is

$$G\varepsilon+A=\frac{\delta qG+\ell c^*k^2}{1+\delta q}\,\varepsilon ,$$

which is positive. The crest reaches into richer liquid, and by consuming more ions it lowers the concentration around it, though not by enough to cancel the gain.

For a fast reaction, $\delta q\ll1$, the surface concentration stays close to its local equilibrium value, and a growing crest gains because the gradient in front of it is steeper. For a slow one, $\delta q\gg1$, the liquid around the ripple is hardly disturbed, and the crest gains because it meets a higher concentration.

Q: You dropped second-order terms in several places. I would like evidence that none of them was first order in disguise.

A: The undivided problem can be solved numerically: Laplace's equation above a surface that is really curved, with the full curvature, the true normal and the unexpanded exponentials. I took $L=1$, $\delta=0.3$, $\ell=0.05$, $c_e=0.2\,c_b$ and $\beta=0.5$, with an amplitude of one thousandth of the smaller of $1/k$ and $L$. For five values of $kL$ from 0.3 to 15, on both sides of the change of sign, the growth rate differed from the boxed formula by at most $7.6\times10^{-7}$ of its value. A lost first-order term would have shown up at once.

## Which ripples grow, how fast, and in what deposit

The ripple $h=\varepsilon\cos(kx)e^{\sigma t}$ on a deposit with diffusion layer $L$ has the growth rate

$$\sigma=V_mD\,\frac{q(G-\ell c^*k^2)}{1+\delta q},\qquad q=k\coth(kL),$$

with $G=(c_b-c_e)/(L+\delta)$, $c^*=c_e+\beta\delta G$, $c_e=c_be^{-u}$ and $u=nF|\eta|/RT$. The capillary length is $\ell=\gamma V_m/RT$, the kinetic length is $\delta=D/k_f$, $\beta$ is the share of the capillary energy that acts on the deposition barrier, and the flat deposit advances at $v_0=V_mDG$.

Q: Where does growth turn into decay?

A: The factors $q$ and $1+\delta q$ are positive, so the sign of $\sigma$ is that of $G-\ell c^*k^2$. It vanishes at

$$k_c=\sqrt{\frac{G}{\ell c^*}},\qquad \lambda_c=\frac{2\pi}{k_c}=2\pi\sqrt{\frac{\ell c^*}{G}} .$$

Ripples longer than $\lambda_c$ grow and shorter ones decay. The reason is the factor $k^2$: at equal amplitude a shorter ripple is more strongly curved, while the gradient $G$ into which its crests reach is the same.

Q: Does that include ripples far longer than the diffusion layer? Their crests hardly differ from a flat surface.

A: For $kL\to0$ we have $\coth(kL)\to1/(kL)$ and so $q\to1/L$. The capillary term vanishes, and

$$\sigma\to V_mDG\,\frac{1/L}{1+\delta/L}=\frac{v_0}{L+\delta}.$$

This can be found without any ripple. A flat deposit under a layer of thickness $L$ advances at $V_mD(c_b-c_e)/(L+\delta)$. Raising it by $\varepsilon$ thins the layer by $\varepsilon$ and increases the speed by $v_0\varepsilon/(L+\delta)$, which is the same rate.

The result depends on the outer edge staying flat. If the edge followed the surface, so that every point had the same layer above it, the advantage of a very long ripple would fade away: its growth rate would tend to zero in proportion to $k^2$ instead of approaching $v_0/(L+\delta)$.

We now have the growth rate of a small ripple and the critical wavelength $\lambda_c$: longer ripples grow, shorter ones decay. It remains to see how $\lambda_c$ depends on the reaction rate, which ripple grows fastest, what the numbers are for zinc, and how much the neglected effects matter.
